# Why a planar surface barrier preserves the cosine law of sputtering, part 1

(Sections cited here and not found follow in the second part.)

## First half: carrying the internal flux across the barrier

**Q.** A sputtered atom has to climb out of the solid, and the climb costs it normal motion but no sideways motion. It must therefore leave at a larger angle from the normal than it had inside. If every oblique atom is pushed outwards like that, I expect an angular distribution flatter than the one inside. What exactly are you assuming, before we argue about the outcome?

**A.** An ion beam strikes a flat surface and sets atoms of the solid in motion. Many impacts, averaged over time and over the irradiated area, produce a steady population of moving atoms just below the surface. I call it the cascade. The outward normal is the $z$ axis, and $\theta$ is the angle between an atom's momentum and that axis. Unprimed quantities belong to the inside and primed ones to the vacuum.

In atomic units the electron mass, the elementary charge and $\hbar$ are one. An atom of mass $M$ with momentum $\mathbf p$ has kinetic energy $E=p^2/2M$ and speed $v=p/M$. Let $n(\mathbf p)\,d^3p$ be the number of moving atoms per unit volume with momentum in $d^3p$. The cascade is called isotropic when $n$ depends on $E$ and not on direction.

**Q.** Just under a free surface that looks doubtful. Nothing arrives from the vacuum side, so the inward and outward populations need not be equal.

**A.** They need not be, and the derivation does not require it. The atoms that reach the barrier are moving outwards, with $0\le\theta<\pi/2$. I take $n$ to be independent of direction within that outward hemisphere, although only the directions that can escape will matter for the result. This is an assumption about the cascade, not a consequence of the barrier, and it will have to be relaxed later to see what depends on it.

**Q.** If the cascade is isotropic, then equal numbers head for the surface in every direction. Where does a cosine come from at all?

**A.** From the difference between a density and a flux. Take a plane of area $A$ just inside the surface and wait a short time $dt$. Atoms with velocity $v$ at angle $\theta$ cross it if they start inside a slanted cylinder of length $v\,dt$. The volume of that cylinder is its base times its perpendicular height, $A\,v\cos\theta\,dt$. The number crossing per unit area and time is therefore

$$
n(E)\,v\cos\theta\,d^3p .
$$

Now change to energy and solid angle. In spherical coordinates $d^3p=p^2\,dp\,d\Omega$. From $E=p^2/2M$ we have $dE=(p/M)\,dp=v\,dp$, so

$$
v\,d^3p=p^2\,(v\,dp)\,d\Omega=p^2\,dE\,d\Omega=2ME\,dE\,d\Omega .
$$

The internal crossing flux per unit energy and solid angle is thus

$$
J(E,\Omega)=F(E)\cos\theta,\qquad F(E)=2ME\,n(E). \tag{1}
$$

The function $F$ contains everything about the energy spectrum of the cascade. I leave it free for now.

**Q.** So the cosine is already present before the barrier acts. Would it matter if I used the word "isotropic" for the crossing flux instead?

**A.** It would be a different physical assumption. A crossing flux independent of direction requires a density proportional to $1/\cos\theta$, which is crowded towards directions parallel to the surface. We can return to that case once the map across the barrier is known. Throughout, "isotropic" will refer to the density $n$.

**Q.** What do you mean by a planar barrier?

**A.** The atom has a potential energy $V(z)$ that depends on height alone. It is zero inside, rises to $U>0$ in the vacuum, and nowhere exceeds $U$. It does not change with time, and the atom loses no energy to other degrees of freedom while crossing. Any collisions during this last passage are left out.

The force along the surface is $-\partial V/\partial x=-\partial V/\partial y=0$, so both parallel momentum components are conserved. Total energy is conserved because $V$ is static:

$$
E=E'+U,\qquad p\sin\theta=p'\sin\theta' .
$$

Squaring the second relation and dividing by $2M$ gives

$$
E\sin^2\theta=E'\sin^2\theta' . \tag{2}
$$

Subtract this from $E-U=E'$ and use $1-\sin^2=\cos^2$ on each side:

$$
E\cos^2\theta-U=E'\cos^2\theta' . \tag{3}
$$

The whole energy cost is taken from the normal motion.

**Q.** Does the detailed shape of the rise matter, for instance whether it is a sharp step or extends over an atomic spacing?

**A.** Not within classical mechanics and this planar model. Equations (2) and (3) compare the motion well before the rise with the motion well after it, and the intermediate shape has dropped out. The condition $V\le U$ ensures that an atom with enough normal energy to reach the vacuum is not stopped by a higher maximum on the way.

**Q.** Then which atoms leave, and are they really bent away from the normal?

**A.** The right side of equation (3) must be positive for the atom to move away in the vacuum. The condition is $E\cos^2\theta>U$, which is equivalent to

$$
\sin^2\theta<1-\frac{U}{E}=\frac{E'}{E}. \tag{4}
$$

The atom thus needs not merely $E>U$, but a direction inside a cone whose half-angle $\theta_c$ satisfies $\sin^2\theta_c=E'/E$. For an atom inside the cone, equation (2) gives

$$
\sin\theta'=\sqrt{\frac{E}{E'}}\,\sin\theta . \tag{5}
$$

Since $E>E'$, an oblique atom has $\sin\theta'>\sin\theta$. Both angles lie between zero and $\pi/2$, where the sine increases, so $\theta'>\theta$. An atom moving along the normal stays there. Your first statement about individual atoms is correct.

**Q.** How strong is this bending for a real metal?

**A.** Take neutral zirconium with a rough surface barrier of $U=6$ eV, and look at atoms that arrive in the vacuum with $E'=5$ eV. Their internal energy was $E=5+6=11$ eV. The factor in equation (5) is $\sqrt{11/5}=1.483$.

An atom at $20^\circ$ inside has $\sin\theta'=1.483\times0.342=0.507$ and leaves at $30.5^\circ$. The same calculation sends $10^\circ$ to $14.9^\circ$, $30^\circ$ to $47.9^\circ$, and $40^\circ$ to $72.4^\circ$. The edge of the escape cone follows from $\sin^2\theta_c=5/11$ and lies at $42.4^\circ$. An 11 eV atom just inside that edge emerges almost parallel to the surface.

**Q.** These numbers strengthen my objection. Directions near the cone edge are thrown far out towards grazing. Surely the vacuum distribution is then overfilled at large angles?

**A.** The angle of one atom does not tell us the flux per unit solid angle. We must also know how a small bundle of directions changes its size. A bundle sent to large angles may be spread over so much solid angle that its intensity falls.

Write $\mu=\cos\theta$ and $\mu'=\cos\theta'$. Dividing equation (3) by $E=E'+U$ gives the internal direction that feeds a chosen external energy and direction:

$$
\mu^2=\frac{E'\mu'^2+U}{E'+U}. \tag{6}
$$

The element of solid angle is $d\Omega=d\mu\,d\varphi$, with positive intervals understood. The azimuth $\varphi$ is unchanged, since the direction of the parallel momentum is unchanged.

**Q.** Be careful there. The internal direction in equation (6) depends on the external energy too. You cannot transform the angle and forget that dependence.

**A.** The joint change of variables has the determinant

$$
\frac{\partial(E,\mu)}{\partial(E',\mu')}
=\frac{\partial E}{\partial E'}\frac{\partial\mu}{\partial\mu'}
-\frac{\partial E}{\partial\mu'}\frac{\partial\mu}{\partial E'} .
$$

Because $E=E'+U$, the first derivative is one and $\partial E/\partial\mu'=0$. The term containing the dependence you worry about is multiplied by zero. What remains is $\partial\mu/\partial\mu'$ at fixed $E'$. Differentiating equation (6) at fixed $E'$ gives

$$
2\mu\frac{\partial\mu}{\partial\mu'}=\frac{2E'\mu'}{E'+U}.
$$

After cancelling the factor two and multiplying by the energy and azimuth intervals,

$$
\cos\theta\,dE\,d\Omega=
\frac{E'}{E'+U}\cos\theta'\,dE'\,d\Omega' . \tag{7}
$$

The factor $\cos\theta$ on the left is the one already supplied by the crossing flux.

**Q.** Then finish the count. What flux do you obtain outside?

**A.** In the steady state, atoms within the escape cone are neither created nor lost in the barrier. The number crossing the inner plane in $dE\,d\Omega$ equals the number crossing a parallel outer plane in the corresponding $dE'\,d\Omega'$:

$$
J'(E',\Omega')\,dE'\,d\Omega'=F(E)\cos\theta\,dE\,d\Omega .
$$

Both planes have the same area, so no further area factor appears. Insert equation (7) and $E=E'+U$:

$$
J'(E',\Omega')=F(E'+U)\,\frac{E'}{E'+U}\,\cos\theta' . \tag{8}
$$

At any fixed $E'>0$ the factors before $\cos\theta'$ do not depend on direction. The external emission follows a cosine law at that energy, whatever the spectrum $F$, provided $F(E'+U)$ is not zero.

**Q.** Could this be an average, with some energies too flat and others too peaked?

**A.** No. One external energy corresponds to one internal energy, $E'+U$, for a given barrier height. Equation (8) was obtained without adding different energies together. An average over energy will also be a cosine, but that follows from the result at each energy and is not its source.

**Q.** I would still like to see the intensities for one bent ray.

**A.** Compare the normal direction with the ray that goes from $30^\circ$ inside to $47.9^\circ$ outside in the zirconium example. Equation (7) says that a small bundle expands by

$$
\frac{d\Omega'}{d\Omega}=\frac{E}{E'}\,\frac{\cos\theta}{\cos\theta'} .
$$

At the normal this is $11/5=2.2$. For the oblique ray, $\cos\theta=0.866$ and $\cos\theta'=0.671$, so it is $2.2\times0.866/0.671=2.84$. The internal flux of the oblique bundle, relative to the normal, is 0.866. Its external flux relative to the normal is therefore

$$
0.866\times\frac{2.2}{2.84}=0.671=\cos\theta' .
$$

The ray has moved outwards, but its bundle has also been diluted more than the normal bundle. Both effects enter the observed intensity.

**Q.** Now go back to the flux that was itself independent of direction. Would the barrier turn that into a cosine too?

**A.** No. Replace $F(E)\cos\theta$ by a function $C(E)$ without a cosine. Dividing equation (7) by $\cos\theta$ then gives

$$
J'_C=C(E'+U)\,\frac{E'}{E'+U}\,\frac{\cos\theta'}{\cos\theta},
\qquad
\cos\theta=\sqrt{\frac{E'\cos^2\theta'+U}{E'+U}} .
$$

The extra denominator depends on $\theta'$. It equals one at the normal and falls to $\sqrt{U/(E'+U)}$ at grazing emission. The result is larger at oblique angles than a cosine with the same normal intensity. The cancellation in equation (8) needs the flux that follows from a density independent of direction, at least inside the escape cone.

**Q.** And if I plot the number of atoms against polar angle, should I see a maximum at the normal?

**A.** Not in that plot. Equation (8) is a flux per unit solid angle, and its angular maximum is at the normal. A ring between $\theta'$ and $\theta'+d\theta'$ has solid angle $2\pi\sin\theta'\,d\theta'$. The number in the ring is proportional to $\sin\theta'\cos\theta'=\tfrac12\sin2\theta'$, whose maximum is at $45^\circ$. The two plots describe the same emission with different intervals.

**Q.** If the angular form is the same on both sides, has the barrier done anything besides lower the energy?

**A.** It has removed atoms. At one internal energy $E>U$, the flux integrated over the outward hemisphere is

$$
F(E)\int\cos\theta\,d\Omega
=2\pi F(E)\int_0^1\mu\,d\mu=\pi F(E).
$$

The same integral of equation (8) is $\pi F(E)E'/E$. The fraction that escapes is therefore

$$
\frac{E'}{E}=1-\frac{U}{E}. \tag{9}
$$

For 11 eV atoms it is $5/11=0.455$. Just above threshold, $E'$ is small and the escape cone is narrow, so few atoms leave. When $E'\gg U$, the fraction approaches one and equation (5) gives little bending, except for atoms close to the cone edge. The cosine form holds throughout this range although the strength of refraction changes greatly.

## Second half: what the cancellation means and when it fails

**Q.** Let me restate what I have accepted. Angles $\theta$ inside and $\theta'$ outside are measured from the normal; $E=E'+U$ relates the energies across a barrier $U$. An isotropic internal density $n(E)$ gives the crossing flux $F(E)\cos\theta$, with $F=2MEn$. Parallel momentum conservation gives $E\sin^2\theta=E'\sin^2\theta'$, and escape requires $\sin^2\theta<E'/E$. The external flux is $J'=F(E'+U)[E'/(E'+U)]\cos\theta'$. I follow the algebra, but how can every oblique atom move outwards while the distribution keeps its form?

A planar barrier bends every oblique atom away from the normal, yet a cascade whose density is independent of direction gives a cosine law outside at each energy. It remains to explain why the form survives the bending, and to find when the law fails.
